# Gap Loss from the Omitted Coulomb Head in Static COHSEX: test program

```python
# Result under test: in static COHSEX for an insulator, dropping the G=0 Coulomb
# component in the q=0 mini-cell narrows the gap by
#     I_W = integral over the mini-cell of d3q/(2 pi)^3 W_00(q) = kappa/(eps L),
# not by the bare integral I_v = kappa/L, up to terms of order 1/N^3.
# Symbols: a lattice constant, N mesh divisions, L = N a, eps macroscopic static
# dielectric constant, kappa cube constant, xi cubic Madelung constant.
# SEX = screened exchange, COH = Coulomb hole; v = valence top (R point),
# c = conduction bottom (X point). Hartree atomic units; q in units of 2 pi/a.
# Model: simple cubic, potential 2*V1*sum_i cos(2 pi x_i/a), 2 electrons per cell.
import numpy as np
from scipy.integrate import quad
from scipy.special import erf, erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a = 8.0
V1 = -0.1
b = 2 * np.pi / a
volume = a**3
PW = np.arange(-4, 5)          # plane waves per axis
NBANDS = 6                     # one-dimensional bands per axis


def bloch(k):
    """Energies and real coefficients of the one-dimensional Bloch states."""
    k = np.atleast_1d(np.asarray(k, float))
    n = len(PW)
    h = np.zeros((len(k), n, n))
    h[:, np.arange(n), np.arange(n)] = 0.5 * (b * (k[:, None] + PW))**2
    h += V1 * (np.eye(n, k=1) + np.eye(n, k=-1))
    return np.linalg.eigh(h)


def shift(g):
    """Matrix that maps c[p] to c[p+g]."""
    return np.eye(len(PW), k=g)


def polarizability(q, nk=4, gmax=1):
    """Static independent-particle response chi0_GG'(q), spin included."""
    kpts = (np.arange(nk) + 0.5) / nk - 0.5
    e_occ, c_occ = bloch(kpts)
    shifts = np.array([shift(-g) for g in range(-gmax, gmax + 1)])
    moved = np.einsum("gpr,ir->igp", shifts, c_occ[:, :, 0])
    amp, diff = [], []
    for qi in q:
        e, c = bloch(kpts + qi)
        amp.append(moved @ c[:, :, :NBANDS])
        diff.append(e[:, :NBANDS] - e_occ[:, :1])
    m = np.einsum("iam,jbn,kco->abcijkmno", *amp)
    m = m.reshape((2 * gmax + 1)**3, -1)
    de = (diff[0][:, None, None, :, None, None]
          + diff[1][None, :, None, None, :, None]
          + diff[2][None, None, :, None, None, :]).copy()
    de[..., 0, 0, 0] = np.inf      # occupied-to-occupied pairs do not contribute
    return -4 / (volume * nk**3) * (m / de.reshape(-1)) @ m.T


def coulomb(q, gmax=1, head=True):
    g = np.arange(-gmax, gmax + 1)
    x, y, z = np.meshgrid(q[0] + g, q[1] + g, q[2] + g, indexing="ij")
    q2 = (b**2 * (x**2 + y**2 + z**2)).ravel()
    if not head:
        q2[len(q2) // 2] = np.inf
    return 4 * np.pi / q2


def screened(q, v, nk=4, gmax=1):
    root = np.sqrt(v)
    eps = np.eye(len(v)) - root[:, None] * polarizability(q, nk, gmax) * root
    return root[:, None] * np.linalg.inv(eps) * root


def macroscopic_eps(nk=4, gmax=1):
    q = (1e-3, 0.0, 0.0)
    v = coulomb(q, gmax)
    mid = len(v) // 2
    return v[mid] / screened(q, v, nk, gmax)[mid, mid]


e_edge, c_edge = bloch(0.5)
e_zero, c_zero = bloch(0.0)
low_edge, high_edge, low_zero = c_edge[0][:, 0], c_edge[0][:, 1], c_zero[0][:, 0]
# each state: (momentum, coefficient vector) for the three axes
VALENCE = [(0.5, low_edge)] * 3
CONDUCTION = [(0.5, high_edge), (0.0, low_zero), (0.0, low_zero)]
start_gap = (e_edge[0, 1] + 2 * e_zero[0, 0]) - 3 * e_edge[0, 0]


def density_matrix(state):
    """<n|exp(i(G-G').r)|n> for all G, G'."""
    out = np.eye(1)
    for _, c in state:
        r = [[(shift(g - h) @ c) @ c for h in (-1, 0, 1)] for g in (-1, 0, 1)]
        out = np.kron(out, np.array(r))
    return out


DENSITIES = [density_matrix(VALENCE), density_matrix(CONDUCTION)]


def integrand(q, head=True, screen=True):
    """SEX_v, COH_v, SEX_c, COH_c per q point, with all G and G'."""
    v = coulomb(q, head=head)
    w = screened(q, v) if screen else np.diag(v)
    parts = []
    for state, rho in zip((VALENCE, CONDUCTION), DENSITIES):
        m = np.ones(1)
        for (k, c), qi in zip(state, q):
            occ = bloch(k - qi)[1][0][:, 0]
            m = np.kron(m, [(shift(g) @ c) @ occ for g in (-1, 0, 1)])
        parts += [-m @ w @ m, 0.5 * np.sum(rho * (w - np.diag(v)))]
    return np.array(parts)


def unit_gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def head_effect(n, screen=True):
    """Mini-cell integral of the full integrand minus its headless value."""
    half = 0.5 / n
    total = np.zeros(4)
    # cube split into pyramids; the radial Jacobian removes the 1/q^2 singularity
    for s, ws in zip(*unit_gauss(3)):
        for u, wu in zip(*unit_gauss(5)):
            for t, wt in zip(*unit_gauss(5)):
                weight = ws * wu * wt * half**3 * s**2
                qx = (half * s, half * s * u, half * s * t)
                qy = (half * s * u, half * s, half * s * t)
                total += 8 * weight * integrand(qx, screen=screen)
                total += 16 * weight * integrand(qy, screen=screen)
    headless = integrand((0.0, 0.0, 0.0), head=False, screen=screen)
    return (total - headless / n**3) / volume


def gap_part(p):
    return p[2] + p[3] - p[0] - p[1]


def headless_mesh_gap(n):
    """Self-energy part of the gap from the full q mesh, head omitted at q=0."""
    total = 0.0
    for i in range(n // 2 + 1):
        for j in range(n // 2 + 1):
            for k in range(j, n // 2 + 1):
                mult = 1 if j == k else 2
                for index in (i, j, k):
                    mult *= 1 if index in (0, n // 2) else 2
                q = (i / n, j / n, k / n)
                total += mult * gap_part(integrand(q, head=(i + j + k > 0)))
    return total / (volume * n**3)


# Cube constant by angular reduction and, separately, by Gaussian integrals
kappa = 12 / np.pi * quad(
    lambda u: np.arctan(1 / np.sqrt(1 + u * u)) / np.sqrt(1 + u * u), 0, 1)[0]


def gaussian_form(s):
    return 2 * s * (np.sqrt(np.pi) * erf(s / 2) / s)**3


kappa_check = (quad(gaussian_form, 1e-12, 10)[0]
               + quad(gaussian_form, 10, np.inf)[0]) / np.pi
assert abs(kappa - kappa_check) < 1e-6
kappa_sphere = 2 / np.pi * (6 * np.pi**2)**(1 / 3)

# Cubic Madelung constant by Ewald summation
r = np.arange(-4, 5)
n2 = (r[:, None, None]**2 + r[None, :, None]**2 + r[None, None, :]**2).ravel()
n2 = n2[n2 > 0].astype(float)
xi = 3 - np.sum(erfc(np.sqrt(np.pi * n2)) / np.sqrt(n2)) \
    - np.sum(np.exp(-np.pi * n2) / (np.pi * n2))

eps = macroscopic_eps()
eps_k = macroscopic_eps(nk=6)
eps_g = macroscopic_eps(gmax=2)
assert start_gap > 0 and eps > 1.3
assert abs(eps_k / eps - 1) < 0.02 and abs(eps_g / eps - 1) < 0.02

print(f"lattice constant a = {a:.1f} bohr")
print(f"potential coefficient V1 = {V1:.2f} Ha")
print(f"starting gap R to X = {start_gap:.4f} Ha")
print(f"dielectric constant eps = {eps:.4f}")
print(f"eps shift, k mesh 4^3 to 6^3 = {eps_k - eps:.1e}")
print(f"eps shift, 27 to 125 G vectors = {eps_g - eps:.1e}")
print(f"cube constant kappa = {kappa:.5f}")
print(f"equal-volume sphere constant = {kappa_sphere:.5f}")
print(f"Madelung constant xi = {xi:.5f}")

remainders = {}
for n in (4, 8, 16):
    i_v = kappa / (n * a)
    i_w = i_v / eps
    parts = head_effect(n)
    hole = 0.5 * (i_w - i_v)
    predicted = np.array([-i_w, hole, 0.0, hole])
    remainders[n] = np.linalg.norm(parts - predicted)
    loss = gap_part(parts)
    print(f"N={n}: I_v = {i_v:.6f} Ha, I_W = {i_w:.6f} Ha")
    print(f"N={n}: computed gap loss = {loss:.6f} Ha")
    print(f"N={n}: gap loss minus I_W = {loss - i_w:.2e} Ha")
    if n == 8:
        print(f"N=8: I_W = {i_w * HARTREE_EV:.4f} eV, "
              f"I_v = {i_v * HARTREE_EV:.4f} eV")
        print(f"N=8: computed gap loss = {loss * HARTREE_EV:.4f} eV")
        for name, got, want in zip(("SEX_v", "COH_v", "SEX_c", "COH_c"),
                                   parts, predicted):
            print(f"N=8: {name} head = {got:.6f}, predicted {want:.6f} Ha")
        print(f"N=8: valence edge head = {parts[0] + parts[1]:.6f} Ha")
        print(f"N=8: conduction edge head = {parts[2] + parts[3]:.6f} Ha")
    if n == 16:
        assert np.all(np.abs(parts - predicted) < 0.02 * i_w)
        assert abs(loss / i_w - 1) < 0.02
        assert abs(loss / i_v - 1) > 0.2
        bare_loss = gap_part(head_effect(n, screen=False))
        assert abs(bare_loss / i_v - 1) < 0.02
        print(f"N=16: unscreened gap loss = {bare_loss:.6f} Ha")

ratio = remainders[8] / remainders[16]
assert 7 < ratio < 9
print(f"remainder ratio N=8 to N=16 = {ratio:.3f} (8 for 1/N^3)")

# Complete mesh sums: the total 1/N error has the Madelung constant
meshes = np.array([4.0, 6.0, 8.0])
gaps = np.array([headless_mesh_gap(int(n)) for n in meshes])
design = np.column_stack([np.ones(3), -1 / meshes, 1 / meshes**3])
limit, slope, _ = np.linalg.solve(design, gaps)
assert abs(slope / (xi / (eps * a)) - 1) < 0.05
for n, gap in zip(meshes, gaps):
    i_w = kappa / (eps * n * a)
    full = xi / (eps * n * a)
    print(f"N={int(n)}: Sigma gap part headless = {gap:.5f} Ha, "
          f"+I_W = {gap + i_w:.5f} Ha")
    print(f"N={int(n)}: with xi/(eps L) instead = {gap + full:.5f} Ha")
print(f"extrapolated Sigma gap part = {limit:.5f} Ha")
print(f"fitted 1/N coefficient = {slope:.5f} Ha")
print(f"xi/(eps a) = {xi / (eps * a):.5f} Ha")
print(f"kappa/(eps a) = {kappa / (eps * a):.5f} Ha")
print(f"N=8: error left after adding I_W, (xi-kappa)/(eps L) = "
      f"{(xi - kappa) / (eps * 8 * a):.6f} Ha")
print("verified")
```

Printed output:

```
lattice constant a = 8.0 bohr
potential coefficient V1 = -0.10 Ha
starting gap R to X = 0.1561 Ha
dielectric constant eps = 1.6056
eps shift, k mesh 4^3 to 6^3 = 1.1e-02
eps shift, 27 to 125 G vectors = -4.5e-03
cube constant kappa = 2.44275
equal-volume sphere constant = 2.48140
Madelung constant xi = 2.83730
N=4: I_v = 0.076336 Ha, I_W = 0.047543 Ha
N=4: computed gap loss = 0.046766 Ha
N=4: gap loss minus I_W = -7.78e-04 Ha
N=8: I_v = 0.038168 Ha, I_W = 0.023772 Ha
N=8: computed gap loss = 0.023668 Ha
N=8: gap loss minus I_W = -1.04e-04 Ha
N=8: I_W = 0.6469 eV, I_v = 1.0386 eV
N=8: computed gap loss = 0.6440 eV
N=8: SEX_v head = -0.023691, predicted -0.023772 Ha
N=8: COH_v head = -0.007200, predicted -0.007198 Ha
N=8: SEX_c head = -0.000026, predicted 0.000000 Ha
N=8: COH_c head = -0.007197, predicted -0.007198 Ha
N=8: valence edge head = -0.030891 Ha
N=8: conduction edge head = -0.007224 Ha
N=16: I_v = 0.019084 Ha, I_W = 0.011886 Ha
N=16: computed gap loss = 0.011873 Ha
N=16: gap loss minus I_W = -1.33e-05 Ha
N=16: unscreened gap loss = 0.019048 Ha
remainder ratio N=8 to N=16 = 7.850 (8 for 1/N^3)
N=4: Sigma gap part headless = 0.22797 Ha, +I_W = 0.27552 Ha
N=4: with xi/(eps L) instead = 0.28320 Ha
N=6: Sigma gap part headless = 0.24553 Ha, +I_W = 0.27722 Ha
N=6: with xi/(eps L) instead = 0.28234 Ha
N=8: Sigma gap part headless = 0.25464 Ha, +I_W = 0.27842 Ha
N=8: with xi/(eps L) instead = 0.28226 Ha
extrapolated Sigma gap part = 0.28273 Ha
fitted 1/N coefficient = 0.22660 Ha
xi/(eps a) = 0.22089 Ha
kappa/(eps a) = 0.19017 Ha
N=8: error left after adding I_W, (xi-kappa)/(eps L) = 0.003840 Ha
verified
```
